**Forces and smeared energies in a metallic chain**

For Fermi-Dirac or Gaussian smearing of width $w$ at fixed electron number, the computed force is $-dF/dR$, with $F=E-TS$, and not the negative gradient of $E_0=(E+F)/2$. The program solves a self-consistent periodic A–B–A model chain with three electrons per cell. It asserts that the analytic forces on all three atoms agree with finite differences of $F$, and that the mismatch with $-dE_0/dR$ equals $\sum_n g_n(\varepsilon_n-\mu)(\varepsilon_n'-\mu')$. Here $\varepsilon_n$ are the orbital energies, $\mu$ is the Fermi level, $g_n=-\partial f/\partial\varepsilon$ at level $n$ for the occupation $f$, and primes are total derivatives along $R$. At $w=0.1$ eV the largest mismatch in the distorted chain is 0.0087 eV/Å for Fermi-Dirac and 0.0011 eV/Å for Gaussian smearing. Further assertions compare the small-width shifts of $F$ and of the force with the density of states at the Fermi level and its derivative, using a separate zero-width calculation. The program also asserts that the work done by the forces matches the change of $F$ and not that of $E_0$, and that $F$ and $E_0$ have different minima. For the relaxed breathing coordinate these minima lie about $9\times10^{-5}$ Å apart.

## Numerical check

```python
# RESULT UNDER TEST
# In a metal with smeared occupations the computed force is -dF/dR, where
# F = E - TS, and not the slope of E0 = (E + F)/2. The mismatch is
#   -dE0/dR - force = sum_n g_n (eps_n - mu)(eps_n' - mu'),
# with g = -df/d(eps), prime = total derivative at fixed electron number.
# For small width w: force = force(0) + c w^2 dD/dR, where D is the density
# of states at the Fermi level (both spins), c = pi^2/6 (Fermi-Dirac), 1/4
# (Gaussian). Model: periodic chain A-B-A, 3 electrons per cell, distance-
# dependent hopping, pair repulsion and self-consistent on-site charging.
# Units: eV and angstrom. The sums over k use the half zone 0 < kappa < pi,
# kappa = wave number times cell length.
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import entr, erfc, expit

SPACING = 2.5            # reference atomic spacing
CELL = 3 * SPACING       # fixed cell length
HOP0, HOP_RANGE = 1.0, 1.0
REP0, REP_RANGE = 0.35, 0.25
SITE_B, CHARGING = -1.0, 1.0
ELECTRONS = 3
ONSITE = np.array([0.0, SITE_B, 0.0])
# bonds: first atom, second atom, cell index of second atom
BONDS = [(0, 1, 0), (1, 2, 0), (2, 0, 1),      # first neighbours
         (0, 2, 0), (1, 0, 1), (2, 1, 1)]      # second neighbours
SHIFT = np.array([b[2] for b in BONDS])
IS_FIRST = np.array([1, 1, 1, 0, 0, 0])


def bond_lengths(x):
    return np.array([x[j] + n * CELL - x[i] for i, j, n in BONDS])


def hopping(d):
    return -HOP0 * np.exp(-(d - SPACING) / HOP_RANGE)


def bloch_hamiltonian(kappa, x):
    """Hamiltonian without the charging potential."""
    phase = np.exp(1j * np.outer(kappa, SHIFT))
    hop = hopping(bond_lengths(x))
    h = np.zeros((len(kappa), 3, 3), complex)
    for b, (i, j, _) in enumerate(BONDS):
        h[:, i, j] += hop[b] * phase[:, b]
        h[:, j, i] += hop[b] * phase[:, b].conj()
    h += np.diag(ONSITE)
    return h, phase


def smearing(y, kind):
    """Occupation, entropy function and -df/dy, with y = (eps - mu)/w."""
    if kind == "fermi":
        f, empty = expit(-y), expit(y)
        return f, entr(f) + entr(empty), f * empty
    bell = np.exp(-y**2) / np.sqrt(np.pi)
    return 0.5 * erfc(y), 0.5 * bell, bell


def solve(x, width, kind="fermi"):
    """Self-consistent energies and analytic forces; width 0 = sharp filling."""
    if width == 0:
        node, weight = np.polynomial.legendre.leggauss(32)
        lower = np.pi / 4 * (node + 1)
        kappa = np.concatenate([lower, lower + np.pi / 2])
        w = np.concatenate([weight, weight]) / 4
    else:
        nk = max(100, int(np.ceil(4 / width)))
        kappa = (np.arange(nk) + 0.5) * np.pi / nk
        w = np.full(nk, 1 / nk)
    h, phase = bloch_hamiltonian(kappa, x)
    q = np.ones(3)
    for _ in range(300):
        eps, c = np.linalg.eigh(h + np.diag(CHARGING * (q - 1)))
        if width == 0:
            # lowest band full, middle band filled in the outer half zone
            f = np.zeros_like(eps)
            f[:, 0] = 1
            f[kappa > np.pi / 2, 1] = 1
            mu, ts, g = None, 0.0, None
        else:
            def excess(m):
                occ = smearing((eps - m) / width, kind)[0]
                return 2 * np.sum(w[:, None] * occ) - ELECTRONS
            mu = brentq(excess, eps.min(), eps.max(), xtol=1e-14)
            f, s, g = smearing((eps - mu) / width, kind)
            ts = 2 * width * np.sum(w[:, None] * s)
            g = g / width
        wf = 2 * w[:, None] * f
        q_new = np.einsum("kn,kin->i", wf, np.abs(c)**2)
        if np.max(np.abs(q_new - q)) < 1e-12:
            break
        q = q + 0.7 * (q_new - q)
    else:
        raise RuntimeError("self-consistency not reached")
    if width == 0:
        assert eps[f > 0.5].max() < eps[f < 0.5].min()
    d = bond_lengths(x)
    repulsion = IS_FIRST * REP0 * np.exp(-(d - SPACING) / REP_RANGE)
    energy = (np.sum(wf * eps) - CHARGING * np.dot(q - 1, q_new)
              + 0.5 * CHARGING * np.sum((q_new - 1)**2) + repulsion.sum())
    force = np.zeros(3)
    for b, (i, j, _) in enumerate(BONDS):
        pair = c[:, i, :].conj() * c[:, j, :] * phase[:, b, None]
        order = 2 * np.sum(wf * pair.real)
        slope = -order * hopping(d[b]) / HOP_RANGE - repulsion[b] / REP_RANGE
        force[i] += slope
        force[j] -= slope
    return SimpleNamespace(E=energy, F=energy - ts, E0=energy - ts / 2, TS=ts,
                           force=force, mu=mu, eps=eps, g=g, w=w, q=q_new)


def derivative(fun, at=0.0, h=1e-3):
    return (8 * (fun(at + h) - fun(at - h))
            - (fun(at + 2 * h) - fun(at - 2 * h))) / (12 * h)


def breathing(s):
    """Both A atoms move away from B by s."""
    return np.array([-s, SPACING, 2 * SPACING + s])


def along(result):
    return result.force[2] - result.force[0]


print(f"Spacing {SPACING} A, cell {CELL} A, electrons per cell {ELECTRONS}")
print(f"Hopping {HOP0} eV, hopping range {HOP_RANGE} A")
print(f"Repulsion {REP0} eV, repulsion range {REP_RANGE} A")
print(f"Site energy of B {SITE_B} eV, charging energy {CHARGING} eV")

# --- forces on every atom of a low-symmetry distorted chain ---
WIDTH = 0.1
distorted = np.array([-0.15, SPACING, 2 * SPACING + 0.05])
print("Distorted positions (A):", np.round(distorted, 3))
print(f"Width {WIDTH} eV = {WIDTH * const.e / const.k:.1f} K (Fermi-Dirac)")
for kind in ("fermi", "gauss"):
    ref = solve(distorted, WIDTH, kind)
    if kind == "fermi":
        print("Electrons on A, B, A:", np.round(ref.q, 4))
        print(f"E {ref.E:.6f}, F {ref.F:.6f}, E0 {ref.E0:.6f}, "
              f"TS {ref.TS:.6f} eV")
    print(f"{kind}: atom, force, -dF/dx, -dE0/dx, -dE/dx, mismatch (eV/A)")
    largest = 0.0
    for atom in range(3):
        def observables(step):
            x = distorted.copy()
            x[atom] += step
            r = solve(x, WIDTH, kind)
            return np.concatenate([[r.F, r.E0, r.E, r.mu], r.eps.ravel()])
        slopes = derivative(observables)
        minus_dF, minus_dE0, minus_dE = -slopes[:3]
        eps_slope = slopes[4:].reshape(ref.eps.shape)
        wg = ref.w[:, None] * ref.g
        mu_slope = np.sum(wg * eps_slope) / np.sum(wg)
        formula = np.sum(wg * (ref.eps - ref.mu) * (eps_slope - mu_slope))
        mismatch = minus_dE0 - ref.force[atom]
        assert abs(minus_dF - ref.force[atom]) < 1e-7
        assert abs(mu_slope - slopes[3]) < 1e-6
        assert abs(mismatch - formula) < 1e-7
        largest = max(largest, abs(mismatch))
        print(f"  {'ABA'[atom]}{atom + 1} {ref.force[atom]:.6f} {minus_dF:.6f}"
              f" {minus_dE0:.6f} {minus_dE:.6f} {mismatch:.6f}")
    assert largest > 1e-3
    print(f"  largest mismatch {largest:.6f} eV/A = "
          f"{largest * const.e / const.angstrom * 1e12:.2f} pN")


# --- dependence on the width, against a separate zero-width calculation ---
def fermi_dos(s):
    x = breathing(s)
    q = solve(x, 0).q

    def middle_band(kappa):
        h, _ = bloch_hamiltonian(np.array([kappa]), x)
        return np.linalg.eigvalsh(h + np.diag(CHARGING * (q - 1)))[0, 1]
    return 2 / (np.pi * abs(derivative(middle_band, np.pi / 2)))


S_TEST = 0.1
cold = solve(breathing(S_TEST), 0)
cold_slope = -derivative(lambda s: solve(breathing(s), 0).E, S_TEST)
assert abs(cold_slope - along(cold)) < 1e-7
dos = fermi_dos(S_TEST)
dos_slope = derivative(fermi_dos, S_TEST)
print(f"Breathing s = {S_TEST} A: zero-width force {along(cold):.6f} eV/A")
print(f"D {dos:.5f} 1/eV per cell, dD/ds {dos_slope:.5f} 1/(eV A)")
print("w (eV), F-E(0), E0-E(0) (meV); force-force(0), c w^2 dD/ds,")
print("  -dE0/ds-force(0) (meV/A)")
residual, energy_residual = {}, {}
for width in (0.02, 0.04, 0.1, 0.2):
    r = solve(breathing(S_TEST), width)
    e0_force = -derivative(lambda s: solve(breathing(s), width).E0, S_TEST)
    residual[width] = e0_force - along(cold)
    energy_residual[width] = r.E0 - cold.E
    predicted = np.pi**2 / 6 * width**2 * dos_slope
    print(f"  {width:.2f} {1e3 * (r.F - cold.E):.4f} "
          f"{1e3 * (r.E0 - cold.E):.5f} {1e3 * (along(r) - along(cold)):.4f} "
          f"{1e3 * predicted:.4f} {1e3 * residual[width]:.5f}")
force_ratio = residual[0.04] / residual[0.02]
energy_ratio = energy_residual[0.04] / energy_residual[0.02]
print(f"Error ratio on doubling w from 0.02 eV: E0 {energy_ratio:.2f}, "
      f"its slope {force_ratio:.2f}")
# fourth order gives 16; the next orders shift the ratio at finite width
assert 8 < force_ratio < 32 and 8 < energy_ratio < 32
for kind, coefficient in (("fermi", np.pi**2 / 6), ("gauss", 0.25)):
    r = solve(breathing(S_TEST), 0.02, kind)
    force_part = (along(r) - along(cold)) / (coefficient * 0.02**2 * dos_slope)
    energy_part = (cold.E - r.F) / (coefficient * 0.02**2 * dos)
    print(f"{kind}, w 0.02 eV: actual/predicted shift, force "
          f"{force_part:.4f}, F {energy_part:.4f}")
    # the remainder is the neglected fourth-order term
    assert abs(force_part - 1) < 0.1 and abs(energy_part - 1) < 0.05

# --- work done by the forces along the distortion ---
node, weight = np.polynomial.legendre.leggauss(10)
path = S_TEST / 2 * (node + 1)
work = S_TEST / 2 * sum(wt * along(solve(breathing(s), WIDTH))
                        for s, wt in zip(path, weight))
start, end = solve(breathing(0), WIDTH), solve(breathing(S_TEST), WIDTH)
print(f"Path s = 0 to {S_TEST} A, w {WIDTH} eV: minus work {-work:.7f} eV")
print(f"  change of F {end.F - start.F:.7f}, of E0 {end.E0 - start.E0:.7f} eV")
assert abs(work + end.F - start.F) < 1e-8
assert abs(work + end.E0 - start.E0) > 1e-5


# --- relaxation of the breathing coordinate ---
def slope_E0(s):
    return derivative(lambda z: solve(breathing(z), WIDTH).E0, s)


s_F = brentq(lambda s: along(solve(breathing(s), WIDTH)), -0.2, 0.2, xtol=1e-10)
s_E0 = brentq(slope_E0, s_F - 0.03, s_F + 0.03, xtol=1e-9)
s_cold = brentq(lambda s: along(solve(breathing(s), 0)), -0.2, 0.2, xtol=1e-10)
stiffness = -derivative(lambda s: along(solve(breathing(s), WIDTH)), s_F)
left_slope = slope_E0(s_F)
at_F, at_E0 = solve(breathing(s_F), WIDTH), solve(breathing(s_E0), WIDTH)
assert stiffness > 0
assert at_F.F < at_E0.F and at_E0.E0 < at_F.E0
assert abs((s_E0 - s_F) / (-left_slope / stiffness) - 1) < 0.1
print(f"Relaxed s: zero force {s_F:.6f}, minimum of E0 {s_E0:.6f}, "
      f"zero width {s_cold:.6f} A")
print(f"At zero force: dE0/ds {left_slope:.6f} eV/A, "
      f"stiffness {stiffness:.4f} eV/A^2")
print(f"Displacement of E0 minimum {1e3 * (s_E0 - s_F):.4f} mA, "
      f"estimate {-1e3 * left_slope / stiffness:.4f} mA")
print("OK")
```

Printed output:

```
Spacing 2.5 A, cell 7.5 A, electrons per cell 3
Hopping 1.0 eV, hopping range 1.0 A
Repulsion 0.35 eV, repulsion range 0.25 A
Site energy of B -1.0 eV, charging energy 1.0 eV
Distorted positions (A): [-0.15  2.5   5.05]
Width 0.1 eV = 1160.5 K (Fermi-Dirac)
Electrons on A, B, A: [0.891  1.2205 0.8885]
E -3.726742, F -3.762187, E0 -3.744465, TS 0.035445 eV
fermi: atom, force, -dF/dx, -dE0/dx, -dE/dx, mismatch (eV/A)
  A1 1.591506 1.591506 1.600169 1.608832 0.008663
  B2 -0.223112 -0.223112 -0.225361 -0.227611 -0.002250
  A3 -1.368394 -1.368394 -1.374807 -1.381221 -0.006413
  largest mismatch 0.008663 eV/A = 13.88 pN
gauss: atom, force, -dF/dx, -dE0/dx, -dE/dx, mismatch (eV/A)
  A1 1.598249 1.598249 1.599307 1.600364 0.001057
  B2 -0.224850 -0.224850 -0.225128 -0.225406 -0.000278
  A3 -1.373399 -1.373399 -1.374179 -1.374958 -0.000779
  largest mismatch 0.001057 eV/A = 1.69 pN
Breathing s = 0.1 A: zero-width force -3.002793 eV/A
D 1.04199 1/eV per cell, dD/ds 0.72162 1/(eV A)
w (eV), F-E(0), E0-E(0) (meV); force-force(0), c w^2 dD/ds,
  -dE0/ds-force(0) (meV/A)
  0.02 -0.6859 0.00033 0.4769 0.4748 -0.00213
  0.04 -2.7477 0.00560 1.9348 1.8992 -0.03880
  0.10 -17.3979 0.26853 13.6266 11.8702 -1.51883
  0.20 -70.9488 0.18328 55.7658 47.4808 9.31017
Error ratio on doubling w from 0.02 eV: E0 17.22, its slope 18.18
fermi, w 0.02 eV: actual/predicted shift, force 1.0044, F 1.0005
gauss, w 0.02 eV: actual/predicted shift, force 1.0004, F 1.0000
Path s = 0 to 0.1 A, w 0.1 eV: minus work 0.1266076 eV
  change of F 0.1266076, of E0 0.1274233 eV
Relaxed s: zero force 0.004680, minimum of E0 0.004589, zero width 0.004610 A
At zero force: dE0/ds 0.002071 eV/A, stiffness 22.6764 eV/A^2
Displacement of E0 minimum -0.0908 mA, estimate -0.0913 mA
OK
```
